Noncollinear PAW: spin matrices, the exchange-correlation field and its torque, part 1

(Sections cited here and not found follow in the second part.)

**The result**

Units are Rydberg atomic units: ħ = 1, e² = 2, kinetic energy −∇², energies in Ry, lengths in bohr. The Pauli matrices are σ = (σ_x, σ_y, σ_z), tr is the trace over the two spin labels, and Tr is the trace over spin and partial-wave labels together.

When the Kohn-Sham states are two-component spinors, every element of the PAW occupation matrix and of the PAW strength matrix becomes a 2×2 matrix in spin,

  ρ_ij = ½ (ρ⁰_ij + m_ij·σ),  D_ij = D⁰_ij + d_ij·σ,  δE = Tr(D δρ).

At each point the spin density matrix N = ½(n + m·σ) has eigenvalues n± = ½(n ± |m|). In the local spin-density approximation (LSDA), with energy density f(n₊, n₋) and v± = ∂f/∂n±, the potential is

  V = v⁰ + B·σ,  v⁰ = ½(v₊ + v₋),  B = ½(v₊ − v₋) m/|m|,

and the exchange-correlation part of D, written here for one sphere, is

  D⁰_ij = ∫ v⁰¹ φ_i φ_j − ∫ ṽ⁰¹ φ̃_i φ̃_j,  d_ij = ∫ B¹ φ_i φ_j − ∫ B̃¹ φ̃_i φ̃_j.

The torque density on the spin is B × m, and it vanishes at every point. This statement needs a qualification in PAW, where there are three densities (all-electron one-centre N¹, pseudo one-centre Ñ¹, smooth Ñ) and three fields. Each field is parallel to its own magnetization. The mixed product B̃¹ × m¹ is in general not zero, and the single terms d_ij × m_ji are in general not zero (both vanish when all m_ij, imaginary parts included, lie along one axis); what vanishes at the level of the matrices is the sum Σ_ij d_ij × m_ji. A fixed quantization axis or a spherically averaged field destroys the local parallelism. A spin-orbit term leaves the LSDA field parallel to m but can exert a net torque on the spin. In a self-consistent stationary state without external field the total spin is constant and the LSDA torque is zero, so there the spin-orbit torque, summed over all spheres, vanishes too.

The numerical check, with its output, supplies the numerical results quoted below; short hand calculations from them are written out.

**Entry 1. One spinor at one point**

Take a single spinor with components ψ_↑, ψ_↓ at a point and define the matrix

  N_σσ' = ψ_σ ψ*_σ'.  (1)

The unconjugated component carries the first index. This choice fixes all later index orders. Any 2×2 matrix is a combination of 1, σ_x, σ_y, σ_z, so write N = ½(n + m·σ). The Pauli algebra

  σ_a σ_b = δ_ab + i ε_abc σ_c  (2)

gives tr σ_a = 0 and tr(σ_a σ_b) = 2δ_ab. Taking tr N and tr(σ_a N) therefore isolates the coefficients:

  n = tr N = |ψ_↑|² + |ψ_↓|²,
  m_a = tr(σ_a N) = Σ (σ_a)_σ'σ ψ_σ ψ*_σ' = ψ† σ_a ψ.

So n is the density and m is the expectation of σ, twice the spin density s = m/2. It is counted in electrons per bohr³, and no magnetic-moment sign is attached to it. In components,

  N_↑↑ = ½(n + m_z),  N_↓↓ = ½(n − m_z),  N_↑↓ = ½(m_x − i m_y).  (3)

Check on a limit: the spinor (1, i)/√2 has N_↑↓ = (1/√2)(−i/√2) = −i/2, so m_x = 0 and m_y = +1, as it should for the σ_y = +1 eigenvector.

For several states with occupations f_n ≥ 0, N = Σ_n f_n ψ_n ψ_n† is a sum of positive semidefinite Hermitian matrices. It is Hermitian, so n and m are real, and it is positive semidefinite.

**Entry 2. Local diagonalization**

Let m̂ = m/|m|. By (2), (m̂·σ)² = m̂_a m̂_b (δ_ab + iε_abc σ_c) = 1, because the symmetric product m̂_a m̂_b kills the antisymmetric ε. A traceless matrix whose square is 1 has eigenvalues +1 and −1. Define

  P± = ½(1 ± m̂·σ).

Then P±² = ¼(1 ± 2 m̂·σ + 1) = P±, P₊P₋ = ¼(1 − 1) = 0 and P₊ + P₋ = 1, so these are the projectors on the two eigenvectors. Substituting 1 = P₊ + P₋ and m·σ = |m|(P₊ − P₋),

  N = n₊ P₊ + n₋ P₋,  n± = ½(n ± |m|).  (4)

Positivity of N means n₋ ≥ 0, that is |m| ≤ n. For one spinor, det N = |ψ_↑|²|ψ_↓|² − |ψ_↑ψ*_↓|² = 0 = n₊n₋, so n₋ = 0 and |m| = n: a single spinor is fully polarized at every point, along a direction that may vary from point to point.

With m̂ = (sinϑ cosϕ, sinϑ sinϕ, cosϑ) the eigenvectors are χ₊ = (cos ϑ/2, e^{iϕ} sin ϑ/2) and χ₋ = (−e^{−iϕ} sin ϑ/2, cos ϑ/2). The first is confirmed by χ₊χ₊†, whose ↑↑ element is cos²(ϑ/2) = ½(1 + cosϑ) and whose ↑↓ element is ½ sinϑ e^{−iϕ}, matching P₊ through (3); the second is orthogonal to it. With U = (χ₊, χ₋) as columns, N = U diag(n₊, n₋) U†. The phases of the columns are arbitrary and drop out of P±, so everything below is written with the projectors.

**Entry 3. The LSDA energy and its potential**

LSDA assigns to the point r the exchange-correlation energy density of a uniform electron gas with the same n and m. Two assumptions enter: the reference gas has no spin-orbit coupling, and it is uniformly polarized. Its Hamiltonian then commutes with a rotation of all spins, so the energy density takes the same value for m and for any rotated m. It can depend only on n and |m|, or equivalently on the two eigenvalues:

  e_xc(N) = f(n₊, n₋).  (5)

The function f is the ordinary collinear one, f(n_↑, n_↓), since the axis of the uniform gas can be laid along z. A rotation by π about x exchanges n_↑ and n_↓, so f(a, b) = f(b, a).

The potential is defined by the first-order change δe_xc = tr(V δN) for Hermitian δN = ½(δn + δm·σ). Writing V = v⁰ + B·σ and using the traces of Entry 1,

  tr(V δN) = ½ tr[(v⁰ + B_a σ_a)(δn + δm_b σ_b)] = v⁰ δn + B·δm.  (6)

Thus v⁰ = ∂e/∂n and B = ∂e/∂m. B has the unit of energy, and it enters the Kohn-Sham Hamiltonian as +B·σ, so a spin lowers its energy by pointing against B.

For m ≠ 0, differentiate |m|² = m·m: 2|m| δ|m| = 2 m·δm, so δ|m| = m̂·δm. From (4),

  δn± = ½(δn ± m̂·δm) = tr(P± δN),

where the second form is (6) applied to P±. A change δm perpendicular to m turns the eigenvectors and leaves the eigenvalues unchanged in first order. The chain rule on (5) gives

  δe = v₊ δn₊ + v₋ δn₋ = tr[(v₊P₊ + v₋P₋) δN],

and since this holds for every Hermitian δN,

  V = v₊P₊ + v₋P₋ = U diag(v₊, v₋) U† = ½(v₊ + v₋) + ½(v₊ − v₋) m̂·σ.  (7)

This is the recipe of local diagonalization: rotate to the frame where N is diagonal, evaluate the collinear potentials, rotate back. Reading off the coefficients,

  v⁰ = ½(v₊ + v₋),  B = ½(v₊ − v₋) m̂.  (8)

Three limits test (8).

Collinear limit. Let m = m_z ẑ. If m_z > 0, then n₊ = n_↑, m̂ = ẑ, and V = diag(v_↑, v_↓). If m_z < 0, then n₊ = n_↓ and m̂ = −ẑ; by the symmetry of f, v₊ = v_↓ and v₋ = v_↑, so B = ½(v_↓ − v_↑)(−ẑ) = ½(v_↑ − v_↓) ẑ. The same expression holds on both sides of a node of m_z, and the collinear theory is recovered.

Small magnetization. At m = 0 the direction m̂ is undefined. Expand about n₊ = n₋ = n/2, with second derivatives f₊₊, f₊₋, f₋₋ taken there and f₊₊ = f₋₋ by symmetry:

  v₊ = v + ½|m| (f₊₊ − f₊₋),  v₋ = v + ½|m| (f₊₋ − f₋₋) = v − ½|m| (f₊₊ − f₊₋).

Half the difference times m̂ gives, to leading order in |m|/n,

  B → ½ (f₊₊ − f₊₋) m.  (9)

The field is linear in the vector m and goes smoothly to zero, so the undefined direction does no harm. The program tests (9) at five densities, with |m|/n = 10⁻⁴ and the second derivatives taken from the functional library.

Exchange alone. Exchange acts only between equal spins, so each eigen-channel is a separate Fermi sea with n_σ = k³/(6π²). Its one-particle density matrix is the integral of e^{iq·s}/(2π)³ over the Fermi sphere, γ(s) = 3 n_σ j₁(ks)/(ks), and the exchange energy density is

  e_x = −(e²/2) ∫ γ(s)²/s d³s = −(e²/2) 9 n_σ² (4π/k²) ∫₀^∞ j₁(x)²/x dx.

For the integral put u = x j₁, which obeys u'' + u = 2u/x². Multiplying by 2u' gives (u'² + u²)' = 2(u²)'/x² = 2(u²/x²)' + 4u²/x³. Integrate from 0 to ∞: u'² + u² rises from 0 to 1 (u ∝ x² at the origin and u → −cos x far out), and u²/x² = j₁² vanishes at both ends. Hence 1 = 4∫ j₁²/x dx and the integral is ¼. Then e_x = −(e²/2) 9π n_σ²/k², and n_σ/k² = k/(6π²) turns this into −(3e²k/4π) n_σ. With e² = 2 and k = (6π² n_σ)^{1/3},

  f_x = −(3/2)(6/π)^{1/3} (n₊^{4/3} + n₋^{4/3}),  v_x± = −2 (6 n±/π)^{1/3},
  B_x = −(6/π)^{1/3} (n₊^{1/3} − n₋^{1/3}) m̂.  (10)

Since n₊ ≥ n₋, B_x points against m, which favours spins along m. At full polarization it is −(6n/π)^{1/3} m̂. For small m, f₊₊ = −(2/3)(6/π)^{1/3}(n/2)^{−2/3} and f₊₋ = 0, so (9) gives B_x → −⅓(6/π)^{1/3}(n/2)^{−2/3} m, which is also the first term in the expansion of (10). One more property is used later: at fixed |m|, ∂|B_x|/∂n = (1/6)(6/π)^{1/3}(n₊^{−2/3} − n₋^{−2/3}) < 0. Adding unpolarized density weakens the exchange field. The program tests (10) against the library's Slater exchange. Correlation is taken as given, in the VWN5 parametrization; nothing in the derivation uses more of it than the form (5).

The program also tests (8) from the definition: it changes N by small multiples of 1, σ_x, σ_y, σ_z, finds the eigenvalues numerically, and differentiates f by central differences at every grid point. It compares (7) built from numerical eigenvectors with v⁰ + B·σ as well.

**Entry 4. What the torque is**

Two routes give B × m its meaning. Both need the commutator [σ_a, σ_b] = 2iε_abc σ_c from (2).

Dynamics. For any vector B of numbers, real or complex,

  i[B·σ, σ_b] = i B_a (2i ε_abc σ_c) = −2 ε_abc B_a σ_c = 2 ε_bac B_a σ_c = 2 (B × σ)_b.  (11)

Let a spinor obey i∂_tψ = Hψ with H = −∇² + v⁰ + B·σ. Then

  ∂_t(ψ†σ_bψ) = i(Hψ)†σ_bψ − iψ†σ_b Hψ.

The scalar v⁰ cancels. The kinetic terms give −i(∇²ψ†)σ_bψ + iψ†σ_b∇²ψ = i∇·[ψ†σ_b∇ψ − (∇ψ†)σ_bψ], because the cross terms ∇ψ†σ_b∇ψ cancel in the divergence. The field terms give iψ†[B·σ, σ_b]ψ = 2(B × ψ†σψ)_b. Summing over states, with J_b = Σ f 2 Im(ψ†σ_b∇ψ),

  ∂_t m_b + ∇·J_b = 2 (B × m)_b,  so that  ∂_t s + ½∇·J = B × m.  (12)

The source of spin angular momentum per volume is the torque density τ = B × m.

Energy. Rotate the spin at a point by U = exp(−i δθ·σ/2). To first order

  δN = −(i/2)[δθ·σ, N] = −(i/4) δθ_a m_b (2iε_abc σ_c) = ½ (δθ × m)·σ,

so δn = 0 and δm = δθ × m, a right-handed rotation. By (6) and the cyclic property of the triple product,

  δe = B·(δθ × m) = δθ·(m × B) = −δθ·τ.  (13)

The torque is minus the derivative of the energy with respect to the angle, in agreement with (12) in sign and factor. A third form follows from [V, N] = ½ B_a m_b (2iε_abc σ_c) = i(B × m)·σ: the torque vanishes exactly when V and N commute.

In LSDA, (8) gives at once

  τ = ½(v₊ − v₋) m̂ × m = 0.  (14)

By (13) this is the infinitesimal form of a larger invariance than the global one: the LSDA energy is unchanged if the spin is rotated by a different angle at every point, because a unitary transformation of N(r) does not move its eigenvalues. The program applies an independent random unitary matrix at each grid point and asserts that the energy stays the same.

Equation (14) does not make the direction of m irrelevant to the total energy. Twisting the spinors in space in general changes the kinetic energy, and in (12) the direction of m still evolves through ∇·J. What (14) implies, for Kohn-Sham LSDA without an external field and without spin-orbit coupling, is that a stationary state has ∇·J_b = 0 everywhere.

**Entry 5. The occupation matrix as a spin matrix**

The PAW data are all-electron partial waves φ_i, pseudo partial waves φ̃_i equal to them outside the radius r_c, and projectors p_i confined to the sphere with ⟨p_i|φ̃_j⟩ = δ_ij. All three are taken real (real spherical harmonics) and independent of spin. Cores are frozen and unpolarized. The transformation acts on each spinor component separately:

  ψ_nσ = ψ̃_nσ + Σ_i (φ_i − φ̃_i) β_niσ,  β_niσ = ⟨p_i|ψ̃_nσ⟩.  (15)

Define the one-centre expansions ψ¹_σ = Σφ_iβ_iσ and ψ̃¹_σ = Σφ̃_iβ_iσ, and the remainder Δ_σ = ψ̃_σ − ψ̃¹_σ. Then ψ = ψ¹ + Δ and ψ̃ = ψ̃¹ + Δ. Multiply out both products:

  ψ_σψ*_σ' = ψ¹_σψ¹*_σ' + ψ¹_σΔ*_σ' + Δ_σψ¹*_σ' + Δ_σΔ*_σ',
  ψ̃_σψ̃*_σ' = ψ̃¹_σψ̃¹*_σ' + ψ̃¹_σΔ*_σ' + Δ_σψ̃¹*_σ' + Δ_σΔ*_σ'.

Subtracting,

  N = Ñ + N¹ − Ñ¹ + Σ f [(ψ¹ − ψ̃¹)_σ Δ*_σ' + Δ_σ (ψ¹ − ψ̃¹)*_σ'].

The bracket vanishes outside the sphere, where ψ¹ = ψ̃¹, and vanishes inside if the pseudo partial waves span ψ̃ there (Δ = 0). PAW drops it. The one-centre matrix is

  N¹_σσ'(r) = Σ_n f_n Σ_ij φ_i(r) β_niσ β*_njσ' φ_j(r) = Σ_ij ρ^σσ'_ij φ_i φ_j,

which defines

  ρ^σσ'_ij = Σ_n f_n β_niσ β*_njσ' = Σ_n f_n ⟨p_i|ψ̃_nσ⟩⟨ψ̃_nσ'|p_j⟩.  (16)

In the combined index (iσ), ρ = Σ f β β† is Hermitian and positive semidefinite. For fixed i, j the block ρ_ij is a 2×2 matrix, decomposed as in Entry 1:

  ρ_ij = ½(ρ⁰_ij + m_ij·σ),  ρ⁰_ij = tr ρ_ij,  m_ij = tr(σ ρ_ij) = Σ f β_j† σ β_i.  (17)

An off-diagonal block is not Hermitian by itself; (16) gives ρ_ij† = ρ_ji. Since tr(σ A)* = tr(σ A†) for Hermitian σ, it follows that ρ⁰_ij* = ρ⁰_ji and m_ij* = m_ji. Each Cartesian component of m_ij is a Hermitian matrix in ij, with a real symmetric part and an imaginary antisymmetric part.

Adding a core, both one-centre densities have the form

  N(r) = Σ_ij ρ_ij F_ij(r) + ½ n_c(r),  (18)

with F_ij = φ_iφ_j and the true core for N¹, and F_ij = φ̃_iφ̃_j and a pseudo core for Ñ¹. Taking traces,

  n(r) = Σ ρ⁰_ij F_ij + n_c,  m(r) = Σ m_ij F_ij.  (19)

Because F_ij = F_ji, the sum equals Σ ½(m_ij + m_ji) F_ij = Σ (Re m_ij) F_ij. The imaginary antisymmetric part of m_ij never reaches m(r), and LSDA is blind to it.

For a local functional the energy splits in the same way. If Δ = 0, then inside the sphere N = N¹ and Ñ = Ñ¹, and outside N = Ñ. Hence

  E_xc = ∫_all e(Ñ) + ∫_sphere e(N¹) − ∫_sphere e(Ñ¹),  (20)

since inside the sphere the first and third integrands cancel and leave e(N), while outside only the first is present. This is Blöchl's form, with no compensation charge inside the functional. For Δ ≠ 0, (20) is the definition of the PAW energy, and all derivatives below are exact derivatives of (20). Several atoms contribute one pair of sphere terms each.

Limit: if every spinor is pure ↑ or pure ↓, then β_↑β*_↓ = 0, the blocks are diagonal, m_ij = (ρ^↑↑_ij − ρ^↓↓_ij) ẑ, and (16) reduces to the two collinear occupation matrices.

**Entry 6. The strength matrix as a spin matrix**

The sphere energy E¹ − Ẽ¹ is a real function of the Hermitian matrix ρ. Hermitian matrices form a real vector space with scalar product Tr(AB), so its differential is represented by exactly one Hermitian matrix D:

  δE = Tr(D δρ) = Σ D^σσ'_ij δρ^σ'σ_ji = Σ_ij tr(D_ij δρ_ji).

Write D_ij = D⁰_ij + d_ij·σ, without a factor ½, in analogy with V. The trace of (6) is purely algebraic and holds for complex coefficients:

  δE = Σ_ij (D⁰_ij δρ⁰_ji + d_ij·δm_ji).  (21)

Hermiticity of D gives d_ij* = d_ji.

For one sphere term, (6) and (19) give

  δE = ∫ (v⁰ δn + B·δm) = Σ_ij [δρ⁰_ij ∫ v⁰F_ij + δm_ij·∫ B F_ij].

Renaming i ↔ j and using F_ji = F_ij puts this in the form (21), so

  D⁰_ij = ∫ v⁰ F_ij d³r,  d_ij = ∫ B F_ij d³r,  (22)

and the difference of the two spheres is the expression stated at the top. Equivalently D_ij = ∫V¹φ_iφ_j − ∫Ṽ¹φ̃_iφ̃_j as 2×2 matrices. These D⁰_ij and d_ij are real and symmetric in ij, which is the counterpart of the blindness noted after (19). The kinetic, nuclear and Hartree energies depend on ρ⁰_ij only and add to D⁰_ij.

The fields in (22) are evaluated by local diagonalization at the points of a radial × angular grid in the sphere, each from its own density: B¹ from N¹, B̃¹ from Ñ¹.

To see how D enters the Hamiltonian, vary β in (16):

  δρ^σ'σ_ji = Σ_n f_n (δβ_njσ' β*_niσ + β_njσ' δβ*_niσ),

so ∂E/∂β*_niσ = f_n Σ D^σσ'_ij β_njσ'. Since β*_niσ = ⟨ψ̃_nσ|p_i⟩, the derivative with respect to ψ̃*_nσ brings down |p_i⟩. The smooth term of (20) gives δE = ∫ tr(Ṽ δÑ), and with Ñ_σ'σ = Σ f ψ̃_σ'ψ̃*_σ plus core its derivative is f Σ Ṽ_σσ'ψ̃_σ'. Together,

  ∂E_xc/∂ψ̃*_n = f_n H̃_xc ψ̃_n,  H̃_xc = ṽ⁰ + B̃·σ + Σ_ij |p_i⟩ (D⁰_ij + d_ij·σ) ⟨p_j|.  (23)

The norm follows from integrating tr(Ñ + N¹ − Ñ¹) for one state:

  ⟨ψ|ψ⟩ = ⟨ψ̃|S|ψ̃⟩,  S = 1 + Σ|p_i⟩q_ij⟨p_j|,  q_ij = ∫_sphere (φ_iφ_j − φ̃_iφ̃_j).  (24)

S carries the unit matrix in spin and commutes with σ. The same integration with tr(σ ·) gives the total moment,

  M = ∫ m̃ + Σ q_ij m_ij = Σ f ⟨ψ̃|Sσ|ψ̃⟩.  (25)

Limit: in the collinear case d_ij = d_ij ẑ and D_ij = diag(D⁰_ij + d_ij, D⁰_ij − d_ij), the usual D^↑ and D^↓.

The program tests (22) element by element. For four partial waves ρ is 8×8, with 8 + 2·28 = 64 independent Hermitian directions. It takes a random ρ of full rank, so that steps in any direction keep N positive, and differentiates the energy obtained from numerically diagonalized N(r) along all 64. The largest deviation from (22) over three sets of F_ij is 1.7×10⁻¹⁰ Ry in absolute terms. The matrix d obtained by differences is also asserted to be symmetric in ij. Equation (23) is tested in a basis of seven orbitals, three of them outside the span of the partial waves so that Δ ≠ 0, by differentiating (20) along three random directions in the spinor coefficients.

**Entry 7. Torque in PAW**

For fixed nuclei the map (15), ψ = Tψ̃, does not depend on time. Applying T† to i∂_tψ = Hψ gives iS∂_tψ̃ = H̃ψ̃, with T†T = S and T†HT = H̃ in the approximation of Entry 5. Insert ∂_t|ψ̃⟩ = −iS⁻¹H̃|ψ̃⟩ and ∂_t⟨ψ̃| = i⟨ψ̃|H̃S⁻¹ into (25):

  dM/dt = Σ f [ i⟨ψ̃|H̃ S⁻¹ S σ|ψ̃⟩ − i⟨ψ̃|S σ S⁻¹ H̃|ψ̃⟩ ] = Σ f i⟨ψ̃|[H̃, σ]|ψ̃⟩.

The second term simplified because σ commutes with S⁻¹. Spin-independent parts of H̃ drop out of the commutator. The local field gives 2∫B̃ × m̃ by (11). The projector term gives

  Σ f Σ_ij β_i† i[d_ij·σ, σ] β_j = 2 Σ_ij d_ij × (Σ f β_i†σβ_j) = 2 Σ_ij d_ij × m_ji,

where the last step is (17) with i and j exchanged. For the total spin M/2,

  d(M/2)/dt = ∫ B̃ × m̃ d³r + T,  T = Σ_ij d_ij × m_ji.  (26)

T is real, since its conjugate Σ d_ji × m_ij is the same sum relabelled. The first term vanishes pointwise by (14), because the pseudo core adds nothing to m̃. For the second, insert (22) and pull the sum under the integral:

  Σ_ij (∫B F_ij) × m_ji = ∫ B × Σ_ij m_ji F_ij = ∫ B × m,

so that

  T = ∫ B¹ × m¹ − ∫ B̃¹ × m̃¹ = 0 − 0.  (27)

Both integrands vanish at each grid point, so (27) holds on any quadrature grid, converged or not.

There is a second proof of T = 0 that uses less. Rotate all blocks together, ρ_ij → Uρ_ijU†. By the algebra before (13), δm_ji = δθ × m_ji, and (21) gives

  δE = Σ d_ij·(δθ × m_ji) = −δθ·T.  (28)

Any sphere energy that is invariant under a rigid spin rotation has T = 0. This covers functionals whose local torque is not zero. The vanishing of T is therefore a weaker property than (14).

No such argument protects a single term. The term d_ij × m_ji = ∫ B × m_ji F_ij sets the field, which follows the total m(r), against the contribution of one pair only, and these are in general not parallel unless all m_ij share one axis. Likewise B̃¹ lies along m̃¹ = Σ m_ij φ̃_iφ̃_j, which weights the same vectors m_ij with different functions than m¹ = Σ m_ij φ_iφ_j, so B̃¹ × m¹ is in general not zero in a noncollinear sphere. An exception is a magnetization carried by a single radial function, such as one p shell: then m̃¹ = (R̃_p/R_p)² m¹ and the mixed product vanishes. This mixed product appears in no equation of motion: in (27) each field meets its own magnetization, because each is integrated against the same F_ij that builds that magnetization.

The program tests (26) by explicit propagation in the seven-orbital basis. It builds H̃ from (23), adds a random spin-independent Hermitian operator in place of the kinetic and electrostatic parts, propagates three random spinors with exp(−iS⁻¹H̃t) a short time forward and backward, and differentiates M/2 numerically. Freezing H̃ does not affect the first derivative at t = 0. The result is asserted to vanish within 10⁻⁷ Ry. That the test can register a torque is shown by repeating it with the spin-orbit term of Entry 9. T is also asserted to vanish, within 10⁻⁵ Ry, when d_ij is taken from the finite differences of Entry 6 and not from (22). The pointwise spin-current term of (12) is derived above and is not tested.

This part has derived the spin matrices ρ_ij and D_ij and shown that each LSDA field is parallel to its own magnetization, so that the sum Σ_ij d_ij × m_ji vanishes although its single terms in general do not. What remains is the case of compensation charges and ultrasoft pseudopotentials, the ways in which local parallelism fails, the spin-orbit torque, and a worked numerical example.
